# The directly lit floor of a cylindrical hole under a tilted beam: a program that tests the result

```python
"""
Directly lit floor fraction of a cylindrical hole under a tilted parallel beam.
Result under test:
    f = (2/pi) * (arccos(u) - u*sqrt(1-u^2)),  u = h*tan(theta)/(2R),  0<=u<=1
    f = 0 for u >= 1
R: hole radius, h: depth, theta: beam angle from the hole axis,
d = h*tan(theta): sideways displacement of the beam between mouth and floor.
Lengths are in nm and ion energies in eV unless a name says otherwise.
A binary-collision Monte Carlo estimates effects absent from straight-ray optics.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import RegularGridInterpolator
from scipy.optimize import brentq


def lit_fraction(u):
    u = np.clip(u, 0.0, 1.0)
    return 2 / np.pi * (np.arccos(u) - u * np.sqrt(1 - u * u))


def strip_fraction(u):
    """Overlap of unit discs by integrating strips along the displacement."""
    if u >= 1:
        return 0.0
    top = np.sqrt(1 - u * u)
    area = 2 * quad(lambda y: 2 * np.sqrt(1 - y * y) - 2 * u, 0, top,
                    epsabs=1e-12, epsrel=1e-11)[0]
    return area / np.pi


def march(inside, x, y, shift, levels=31):
    """Follow rays from floor (s=0) to mouth (s=1), testing every level."""
    clear = np.ones(x.shape, dtype=bool)
    for s in np.linspace(0, 1, levels):
        clear &= inside(x - s * shift, y, s)
    return clear


# ---------- Geometry: straight rays, convexity, area and limits ----------
axis = (np.arange(600) + 0.5) / 300 - 1
gx, gy = np.meshgrid(axis, axis)


def unit_hole(x, y, s):
    return x * x + y * y <= 1


floor = unit_hole(gx, gy, 0)
largest_ray_error = 0.0
for u_test in (0.1, 0.37, 0.7, 0.95, 1.1):
    marched = march(unit_hole, gx, gy, 2 * u_test)
    ends = march(unit_hole, gx, gy, 2 * u_test, levels=2)
    assert np.array_equal(marched, ends)
    error = abs(marched.sum() / floor.sum() - lit_fraction(u_test))
    largest_ray_error = max(largest_ray_error, error)
    assert error < 2e-3  # finite grid along the curved edge
    assert abs(strip_fraction(u_test) - lit_fraction(u_test)) < 1e-9


def ring_hole(x, y, s):
    r2 = x * x + y * y
    return (r2 <= 1) & (r2 >= 0.4**2)


ring_floor = ring_hole(gx, gy, 0)
ring_ends = march(ring_hole, gx, gy, 1.0, levels=2).sum() / ring_floor.sum()
ring_true = march(ring_hole, gx, gy, 1.0).sum() / ring_floor.sum()
assert ring_ends - ring_true > 0.01

for u_test in (0.2, 0.5, 0.8):
    du = 1e-4
    slope = (strip_fraction(u_test + du) - strip_fraction(u_test - du)) / (2 * du)
    assert abs(slope + 4 / np.pi * np.sqrt(1 - u_test**2)) < 1e-6
small = 0.05
small_series = 1 - 4 * small / np.pi + 2 * small**3 / (3 * np.pi)
assert abs(strip_fraction(small) - small_series) < 1e-7
near = 0.99
near_law = 8 * np.sqrt(2) / (3 * np.pi) * (1 - near)**1.5
assert abs(strip_fraction(near) / near_law - 1) < 0.01


# ---------- Worked contact hole ----------
R, h = 50.0, 300.0
tilt_deg = 7.0
theta = np.radians(tilt_deg)
dose_cm2 = 1e15
ion_energy = 10000.0
d = h * np.tan(theta)
u = d / (2 * R)
f = lit_fraction(u)
cutoff_deg = np.degrees(np.arctan(2 * R / h))
u_90 = brentq(lambda v: strip_fraction(v) - 0.9, 0.001, 0.9)
tilt_90_deg = np.degrees(np.arctan(2 * R * u_90 / h))
assert abs(lit_fraction(u_90) - 0.9) < 1e-8


def rotated_dose(r, displacement, radius):
    argument = (r * r + displacement**2 - radius**2) / (2 * r * displacement)
    return np.arccos(np.clip(argument, -1, 1)) / np.pi


azimuth = (np.arange(100000) + 0.5) * 2 * np.pi / 100000
for displacement in (d, 1.4 * R):
    for r in (0.2 * R, 0.6 * R, 0.95 * R):
        mouth_x = r - displacement * np.cos(azimuth)
        mouth_y = -displacement * np.sin(azimuth)
        sampled = np.mean(mouth_x**2 + mouth_y**2 <= R**2)
        assert abs(sampled - rotated_dose(r, displacement, R)) < 5e-5
    average = quad(lambda r: 2 * r * rotated_dose(r, displacement, R) / R**2,
                   1e-9, R, points=[abs(R - displacement)], limit=200)[0]
    assert abs(average - strip_fraction(displacement / (2 * R))) < 1e-6


# ---------- Angular error, beam spread, wall taper and charging ----------
def fraction_at_tilt(angle):
    return lit_fraction(h * np.tan(angle) / (2 * R))


tilt_error_deg = 1.0
change_plus = fraction_at_tilt(theta + np.radians(tilt_error_deg)) - f
change_minus = fraction_at_tilt(theta - np.radians(tilt_error_deg)) - f
spread_deg = 0.5
nodes, weights = np.polynomial.hermite.hermgauss(11)
offset = np.sqrt(2) * np.radians(spread_deg) * nodes
tx, ty = np.meshgrid(np.tan(theta + offset), np.tan(offset), indexing="ij")
spread_fraction = np.sum(np.outer(weights, weights) / np.pi
                         * lit_fraction(h * np.hypot(tx, ty) / (2 * R)))

taper_deg = 1.0
floor_radius = R - h * np.tan(np.radians(taper_deg))


def tapered_hole(x, y, s):
    radius = floor_radius + s * (R - floor_radius)
    return x * x + y * y <= radius**2


tx_grid, ty_grid = gx * floor_radius, gy * floor_radius
taper_floor = tapered_hole(tx_grid, ty_grid, 0)
taper_fraction = (march(tapered_hole, tx_grid, ty_grid, d).sum()
                  / taper_floor.sum())

ion_mass_u = 11.009
wall_voltage = 10.0
speed = np.sqrt(2 * ion_energy * const.e / (ion_mass_u * const.atomic_mass))
flight_time = h * 1e-9 / (speed * np.cos(theta))
side_acceleration = (const.e * wall_voltage / (2 * R * 1e-9)
                     / (ion_mass_u * const.atomic_mass))
charge_deflection_nm = 0.5 * side_acceleration * flight_time**2 * 1e9


# ---------- Binary collisions in a random solid ----------
coulomb_ev_nm = const.e / (4 * np.pi * const.epsilon_0) * 1e9
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
ion_z = 5
cut_energy = 100.0


def universal_screening(x):
    return (0.18175 * np.exp(-3.19980 * x) + 0.50986 * np.exp(-0.94229 * x)
            + 0.28022 * np.exp(-0.40290 * x) + 0.02817 * np.exp(-0.20162 * x))


def deflection(eps, b, screening, count=32):
    """Centre-of-mass angle for reduced energy eps and reduced impact b."""
    eps, b = np.broadcast_arrays(np.asarray(eps, float), np.asarray(b, float))
    low = b.copy()
    high = 1 / (2 * eps) + np.sqrt(1 / (4 * eps**2) + b**2)
    for _ in range(52):
        middle = (low + high) / 2
        below = middle**2 - middle * screening(middle) / eps - b**2 < 0
        low = np.where(below, middle, low)
        high = np.where(below, high, middle)
    closest = high[..., None]
    t = (np.arange(count) + 0.5) * np.pi / (2 * count)
    v = np.cos(t)
    radial = (1 - screening(closest / v) * v / (closest * eps[..., None])
              - (b[..., None] * v / closest)**2)
    total = np.sum(np.sin(t) / np.sqrt(np.maximum(radial, 1e-15)), axis=-1)
    return np.pi - b / high * np.pi / count * total


test_eps = np.array([0.3, 1.0, 2.0])
test_b = np.array([0.4, 1.2, 2.0])
coulomb_angle = deflection(test_eps, test_b, np.ones_like, count=2000)
assert np.allclose(coulomb_angle, 2 * np.arctan(1 / (2 * test_eps * test_b)),
                   atol=2e-5)
log_eps = np.linspace(np.log(0.008), np.log(3.0), 70)
b_grid = np.linspace(0, 11, 221)
angle_table = deflection(np.exp(log_eps)[:, None], b_grid[None, :],
                         universal_screening)
angle_lookup = RegularGridInterpolator((log_eps, b_grid), angle_table)
lookup_value = angle_lookup(np.column_stack([np.log(test_eps), test_b + 0.023]))
assert np.allclose(lookup_value,
                   deflection(test_eps, test_b + 0.023, universal_screening, 96),
                   atol=3e-3)  # linear interpolation between table nodes


def collision(energy, angle, target_mass):
    total_mass = ion_mass_u + target_mass
    transfer = (4 * ion_mass_u * target_mass / total_mass**2
                * energy * np.sin(angle / 2)**2)
    lab_angle = np.arctan2(np.sin(angle), np.cos(angle) + ion_mass_u / target_mass)
    return transfer, lab_angle


test_transfer, test_lab = collision(1000.0, 1.1, 28.085)
p_before = np.sqrt(2 * ion_mass_u * 1000.0)
p_after = np.sqrt(2 * ion_mass_u * (1000.0 - test_transfer))
recoil_p2 = p_before**2 + p_after**2 - 2 * p_before * p_after * np.cos(test_lab)
assert abs(recoil_p2 / (2 * 28.085) - test_transfer) < 1e-8


def transport(x, y, density, silicon_share, radius, depth, rng):
    """Track ions from z=0; radius=0 describes a solid without a hole."""
    position = np.column_stack([x, y, np.zeros(len(x))])
    direction = np.tile([np.sin(theta), 0.0, np.cos(theta)], (len(x), 1))
    energy = np.full(len(x), ion_energy)
    alive = np.arange(len(x))
    step = density**(-1 / 3)
    for _ in range(8000):
        if alive.size == 0:
            break
        position[alive] += step * direction[alive]
        p = position[alive]
        solid = np.hypot(p[:, 0], p[:, 1]) >= radius
        keep = ((p[:, 2] > 0) & (p[:, 2] < depth)
                & ~(solid & (energy[alive] < cut_energy)))
        hit = alive[keep & solid]
        alive = alive[keep]
        if hit.size == 0:
            continue
        silicon = rng.random(hit.size) < silicon_share
        z2 = np.where(silicon, 14.0, 8.0)
        m2 = np.where(silicon, 28.085, 15.999)
        screen_length = 0.8854 * bohr_nm / (ion_z**0.23 + z2**0.23)
        e = energy[hit]
        eps = (e * m2 / (ion_mass_u + m2) * screen_length
               / (ion_z * z2 * coulomb_ev_nm))
        impact = step * np.sqrt(rng.random(hit.size) / np.pi) / screen_length
        angle = angle_lookup(np.column_stack([np.log(eps), impact]))
        transfer, lab_angle = collision(e, angle, m2)
        relative_speed = np.sqrt(2 * e * const.e / (ion_mass_u * const.atomic_mass)
                                 ) / (const.alpha * const.c)
        electronic = (8 * np.pi * coulomb_ev_nm * bohr_nm * ion_z**(7 / 6) * z2
                      / (ion_z**(2 / 3) + z2**(2 / 3))**1.5 * relative_speed)
        energy[hit] = np.maximum(e - transfer - step * density * electronic, 1.0)
        old = direction[hit]
        side = rng.normal(size=old.shape)
        side -= np.sum(side * old, axis=1)[:, None] * old
        side /= np.linalg.norm(side, axis=1)[:, None]
        new = np.cos(lab_angle)[:, None] * old + np.sin(lab_angle)[:, None] * side
        direction[hit] = new / np.linalg.norm(new, axis=1)[:, None]
    assert alive.size == 0
    return position, energy


rng = np.random.default_rng(7241)
oxide_density = 3 * 2.20 * const.N_A / 60.083 / 1e21
silicon_density = 2.33 * const.N_A / 28.085 / 1e21
ion_count = 20000
margin = 40.0
start_r = (R + margin) * np.sqrt(rng.random(ion_count))
start_angle = 2 * np.pi * rng.random(ion_count)
end, end_energy = transport(start_r * np.cos(start_angle),
                            start_r * np.sin(start_angle),
                            oxide_density, 1 / 3, R, h, rng)
mouth = start_r < R
mouth_count = mouth.sum()
on_floor = (end[:, 2] >= h) & (np.hypot(end[:, 0], end[:, 1]) < R)
direct = on_floor & mouth & (end_energy == ion_energy)
wall_scattered = on_floor & mouth & (end_energy < ion_energy)
through_edge = on_floor & ~mouth
direct_mc = direct.sum() / mouth_count
wall_mc = wall_scattered.sum() / mouth_count
edge_mc = through_edge.sum() / mouth_count
direct_error = np.sqrt(f * (1 - f) / mouth_count)
wall_error = np.sqrt(wall_scattered.sum()) / mouth_count
edge_error = np.sqrt(through_edge.sum()) / mouth_count
assert abs(direct_mc - f) < 4 * direct_error
outer_share = (through_edge & (start_r > R + margin - 10)).sum() / mouth_count
assert outer_share < 0.01  # source area extends far enough past the mouth
scattered = wall_scattered | through_edge
assert scattered.any()
scattered_energy_kev = end_energy[scattered].mean() / 1000

rest, _ = transport(np.zeros(4000), np.zeros(4000), silicon_density, 1.0,
                    0.0, np.inf, rng)
retained = rest[:, 2] > 0
mean_depth = rest[retained, 2].mean()
side_spread = rest[retained, 1].std()


# ---------- Values for the text ----------
print(f"hole radius R: {R:.1f} nm")
print(f"hole depth h: {h:.1f} nm")
print(f"beam tilt: {tilt_deg:.1f} deg")
print(f"boron energy: {ion_energy / 1000:.1f} keV")
print(f"wafer-area dose: {dose_cm2:.2e} cm^-2")
print(f"tan(theta): {np.tan(theta):.5f}")
print(f"displacement d: {d:.2f} nm")
print(f"reduced displacement u: {u:.4f}")
print(f"arccos(u): {np.arccos(u):.4f} rad")
print(f"u*sqrt(1-u^2): {u * np.sqrt(1 - u * u):.4f}")
print(f"directly lit floor fraction f: {f:.4f}")
print(f"same fraction by strip integration: {strip_fraction(u):.4f}")
print(f"linear estimate 1-4u/pi: {1 - 4 * u / np.pi:.4f}")
print(f"floor-average direct dose: {f * dose_cm2:.3e} cm^-2")
print(f"wafer dose / across-beam fluence: {np.cos(theta):.4f}")
print(f"cut-off tilt: {cutoff_deg:.2f} deg")
print(f"tilt for 90% lit floor: {tilt_90_deg:.2f} deg")
print(f"rotation: fully dosed core radius: {R - d:.2f} nm")
print(f"rotation: relative dose at floor edge: {rotated_dose(R, d, R):.4f}")
print(f"largest ray-grid error in f: {largest_ray_error:.1e}")
print(f"ring test, endpoint-only fraction: {ring_ends:.4f}")
print(f"ring test, full-ray fraction: {ring_true:.4f}")
print(f"assumed tilt error: {tilt_error_deg:.1f} deg")
print(f"change in f for larger tilt: {change_plus:+.4f}")
print(f"change in f for smaller tilt: {change_minus:+.4f}")
print(f"assumed beam spread, rms per axis: {spread_deg:.1f} deg")
print(f"lit fraction with beam spread: {spread_fraction:.4f}")
print(f"assumed wall taper: {taper_deg:.1f} deg")
print(f"tapered hole floor radius: {floor_radius:.2f} nm")
print(f"lit fraction of tapered floor: {taper_fraction:.3f}")
print(f"assumed voltage across hole: {wall_voltage:.1f} V")
print(f"charging deflection: {charge_deflection_nm:.3f} nm")
print(f"Monte Carlo ions entering mouth: {mouth_count:d}")
print(f"MC direct / mouth ions: {direct_mc:.3f} +/- {direct_error:.3f}")
print(f"MC wall-scattered to floor / mouth ions: {wall_mc:.3f} +/- {wall_error:.3f}")
print(f"MC through mask edge / mouth ions: {edge_mc:.4f} +/- {edge_error:.4f}")
print(f"MC total on floor / mouth ions: {direct_mc + wall_mc + edge_mc:.3f}")
print(f"MC mean energy of scattered arrivals: {scattered_energy_kev:.2f} keV")
print(f"MC mean boron depth in amorphous Si: {mean_depth:.1f} nm")
print(f"MC sideways rms spread in amorphous Si: {side_spread:.1f} nm")
print("done: every assertion held")
```

Output:

```
hole radius R: 50.0 nm
hole depth h: 300.0 nm
beam tilt: 7.0 deg
boron energy: 10.0 keV
wafer-area dose: 1.00e+15 cm^-2
tan(theta): 0.12278
displacement d: 36.84 nm
reduced displacement u: 0.3684
arccos(u): 1.1936 rad
u*sqrt(1-u^2): 0.3425
directly lit floor fraction f: 0.5418
same fraction by strip integration: 0.5418
linear estimate 1-4u/pi: 0.5310
floor-average direct dose: 5.418e+14 cm^-2
wafer dose / across-beam fluence: 0.9925
cut-off tilt: 18.43 deg
tilt for 90% lit floor: 1.50 deg
rotation: fully dosed core radius: 13.16 nm
rotation: relative dose at floor edge: 0.3799
largest ray-grid error in f: 6.0e-05
ring test, endpoint-only fraction: 0.2913
ring test, full-ray fraction: 0.1790
assumed tilt error: 1.0 deg
change in f for larger tilt: -0.0623
change in f for smaller tilt: +0.0635
assumed beam spread, rms per axis: 0.5 deg
lit fraction with beam spread: 0.5409
assumed wall taper: 1.0 deg
tapered hole floor radius: 44.76 nm
lit fraction of tapered floor: 0.578
assumed voltage across hole: 10.0 V
charging deflection: 0.228 nm
Monte Carlo ions entering mouth: 6219
MC direct / mouth ions: 0.547 +/- 0.006
MC wall-scattered to floor / mouth ions: 0.132 +/- 0.005
MC through mask edge / mouth ions: 0.0351 +/- 0.0024
MC total on floor / mouth ions: 0.714
MC mean energy of scattered arrivals: 7.57 keV
MC mean boron depth in amorphous Si: 45.6 nm
MC sideways rms spread in amorphous Si: 23.3 nm
done: every assertion held
```
